# Tunnelling exponents of a Luttinger liquid: bulk, open end and nanotube

**Question**

I am trying to show that the tunnelling density of states of spinless fermions in a Luttinger liquid follows $\rho(\omega)\propto\omega^{\alpha}$, with $\alpha=(K+1/K-2)/2$ in the bulk and $\alpha=1/K-1$ at an open end. I use $\hbar=1$ and

$$H=\frac{c}{2\pi}\int dx\left[K(\partial_x\theta)^2+\frac1K(\partial_x\phi)^2\right],\qquad \psi_R\propto e^{ik_Fx}e^{i(\theta-\phi)} .$$

In the bulk I find that $\theta$ contributes $1/(2K)$ and $\phi$ contributes $K/2$ to the decay power of the Green function in time. That seems right. At a hard wall $\phi$ is pinned, so I dropped its contribution and kept $1/(2K)$. But then free fermions, $K=1$, would have $\alpha=1/2-1=-1/2$ at the end, which is absurd. What have I missed?

I also need the exponents for a metallic carbon nanotube, which has four channels (two spins times two valleys). For a charge-mode parameter $g=0.25$ the spinless formulas give an end exponent of 3. Is it legitimate to use them like that?

**Answer**

Pinning $\phi$ does remove its contribution, but the same wall doubles the fluctuations of $\theta$. A calculation on a half-line shows both effects, and the bulk result comes out of it as well. The spinless formulas can't be used for the nanotube, because an electron in one channel is only partly made of the charge mode.

**Conventions**

Take the density relative to its mean as $-\partial_x\phi/\pi$, and

$$[\theta(x),\Pi(y)]=i\delta(x-y),\qquad \Pi=\frac{\partial_x\phi}{\pi}.$$

The factor $e^{i\theta}$ then removes one particle. The factor $e^{i(k_Fx-\phi)}$ is $e^{i\pi N(x)}$, where $N(x)=(k_Fx-\phi)/\pi$ counts the particles to the left of $x$. This string makes the operator fermionic. The temperature is zero, the liquid is gapless, and $\omega>0$ is the distance from the Fermi level, far below the band cutoff.

**Modes on a half-line**

In terms of $\theta$ and $\Pi$,

$$H=\int dx\left[\frac{\Pi^2}{2\mu}+\frac{cK}{2\pi}(\partial_x\theta)^2\right],\qquad \mu=\frac{K}{\pi c}.$$

This is a string with displacement $\theta$, mass density $\mu$ and wave speed $c$. Put a hard wall at $x=0$ and another at $x=L$, with $L\to\infty$ at the end. The particle current is proportional to $\partial_x\theta$ and vanishes at a wall, so the string has free ends:

$$\theta=\sqrt{\tfrac2L}\sum_q Q_q\cos qx,\qquad \Pi=\sqrt{\tfrac2L}\sum_q P_q\cos qx,\qquad q=\frac{n\pi}{L},\quad n\ge1 .$$

The uniform $n=0$ mode describes changes of the total particle number. Its energy is of order $c/L$ and disappears in the limit. Integrating $\partial_x\phi=\pi\Pi$ from the wall, where $\phi$ is fixed and may be set to zero, gives

$$\phi=\sqrt{\tfrac2L}\sum_q \frac{\pi P_q}{q}\sin qx .$$

Each pair $(Q_q,P_q)$ is an oscillator of mass $\mu$ and frequency $cq$. With imaginary-time evolution $Q(\tau)=e^{H\tau}Qe^{-H\tau}$ and $\tau>0$, its ground-state correlations are

$$\langle Q(\tau)Q(0)\rangle=\frac{e^{-cq\tau}}{2\mu cq}=\frac{\pi}{2Kq}e^{-cq\tau},\qquad
\langle P(\tau)P(0)\rangle=\frac{\mu cq}{2}e^{-cq\tau}=\frac{Kq}{2\pi}e^{-cq\tau},$$

$$\langle Q(\tau)P(0)\rangle=\frac i2e^{-cq\tau},\qquad \langle P(\tau)Q(0)\rangle=-\frac i2e^{-cq\tau}.$$

**The Green function**

If $A$ and $B$ are linear in oscillator operators, then $\langle e^Ae^B\rangle=\exp\left(\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle\right)$. Set $\chi=\theta-\phi$, $A=i\chi(\tau)$ and $B=-i\chi(0)$, all at the same position. Since $\langle\chi(\tau)^2\rangle=\langle\chi^2\rangle$ in the ground state,

$$G(\tau)=\langle\psi_R(\tau)\psi_R^\dagger(0)\rangle\propto e^{-F(\tau)},\qquad F=\langle\chi^2\rangle-\langle\chi(\tau)\chi(0)\rangle .$$

The cross terms enter as $\langle\theta(\tau)\phi(0)\rangle+\langle\phi(\tau)\theta(0)\rangle$. At equal positions both carry the same factor $\cos qx\,\sin qx$, and $i/2-i/2=0$, so they cancel mode by mode. Hence $F=F_\theta+F_\phi$. Replacing $\sum_q$ by $(L/\pi)\int dq$ and cutting off short wavelengths with $e^{-aq}$,

$$F_\theta=\frac2L\cdot\frac L\pi\int_0^\infty dq\,\frac{\pi}{2Kq}\cos^2(qx)\,e^{-aq}(1-e^{-cq\tau})
=\frac1K\int_0^\infty\frac{dq}{q}\cos^2(qx)\,e^{-aq}(1-e^{-cq\tau}),$$

$$F_\phi=\frac2L\cdot\frac L\pi\int_0^\infty dq\,\frac{\pi^2}{q^2}\frac{Kq}{2\pi}\sin^2(qx)\,e^{-aq}(1-e^{-cq\tau})
=K\int_0^\infty\frac{dq}{q}\sin^2(qx)\,e^{-aq}(1-e^{-cq\tau}).$$

Now write $\cos^2qx=\tfrac12(1+\cos2qx)$ and $\sin^2qx=\tfrac12(1-\cos2qx)$. The one integral needed is

$$D(b)=\int_0^\infty\frac{dq}{q}\cos(bq)\left(e^{-aq}-e^{-pq}\right),\qquad p=a+c\tau .$$

Its derivative is $dD/dp=\int_0^\infty dq\cos(bq)e^{-pq}=p/(p^2+b^2)$, and $D=0$ at $p=a$. Therefore

$$D(b)=\frac12\ln\frac{(a+c\tau)^2+b^2}{a^2+b^2},$$

$$F_\theta=\frac{1}{2K}\left[D(0)+D(2x)\right],\qquad F_\phi=\frac K2\left[D(0)-D(2x)\right],\qquad D(0)=\ln\left(1+\frac{c\tau}{a}\right).$$

*Bulk.* For $2x\gg c\tau$ and $2x\gg a$, $D(2x)\to0$. Then $G\propto\tau^{-\gamma}$ at long times, with

$$\gamma_{\rm bulk}=\frac12\left(K+\frac1K\right).$$

*End.* At $x=0$, $D(2x)=D(0)$. The $\phi$ part vanishes and the $\theta$ part is doubled:

$$\gamma_{\rm end}=\frac1K .$$

This is the missing factor of two. The free end of the string is an antinode of every mode, where $\cos^2qx$ equals 1 instead of its average $1/2$. For $K=1$ both powers are 1, as they must be for free fermions.

At a finite distance $x$ from the wall, this right-mover function follows the end law for $\omega\ll c/2x$ and approaches the bulk law for $\omega\gg c/2x$; for $K\neq1$ the relative deviation from that law vanishes as $\omega$ grows. It has in general a part that oscillates with $\omega x/c$ and falls as $\omega^{-(3K+1/K)/4}$, and a smooth part that falls as $\omega^{-2}$. The oscillating part is the larger one at high $\omega$ for $0.13<K<2.5$; outside this range the law is in general approached from one side. The full fermion also has terms mixing right and left movers, which the wall makes nonzero and which oscillate with position. For free fermions they give the standing-wave factor $1-\cos2kx$ at wave number $k$. The bulk law therefore refers to the smooth part, averaged over these oscillations. The fermion's wave function has a node at the wall itself, so one tunnels a short distance inside. At a generic point this affects the prefactor, not the power. The exception is a point on another node of the standing wave at the Fermi level: for free fermions with $k_Fx$ a multiple of $\pi$, setting $k=k_F+\omega/c$ makes $1-\cos2kx$ vanish as $\omega^2$.

Left movers contain $+\phi$ instead of $-\phi$ and give the same powers. The string may also carry an odd multiple $m$ of $\phi$. In the bulk this replaces $K/2$ by $m^2K/2$, so $|m|=1$ dominates at low energy.

**From time to energy**

For adding a particle, the density of states is defined by $G(\tau)=\int_0^\infty d\omega\,\rho(\omega)e^{-\omega\tau}$. Because

$$\int_0^\infty d\omega\,\omega^{\gamma-1}e^{-\omega\tau}=\Gamma(\gamma)\,\tau^{-\gamma},$$

a long-time decay $\tau^{-\gamma}$ corresponds to $\rho\propto\omega^{\gamma-1}$ at low energy. So $\alpha=\gamma-1$, and

$$\boxed{\alpha_{\rm bulk}=\frac{K+1/K-2}{2}=\frac{(1-K)^2}{2K},\qquad \alpha_{\rm end}=\frac1K-1=\frac{1-K}{K}}$$

Removing a particle gives the same powers, since $H$ is unchanged under $\theta,\phi\to-\theta,-\phi$.

The second forms show how the two cases differ. For weak interaction the bulk exponent is of second order in $1-K$, while the end exponent is of first order. Repulsion ($K<1$) suppresses tunnelling in both places, and more strongly at the end, where the added charge can spread to one side only. Attraction ($K>1$) still suppresses it in the bulk but enhances it at the end.

**Four channels**

Let the channels $a=1,\dots,4$ have the same bare velocity $v$, and let a screened interaction $V_0$ act on the total density:

$$H=\sum_a\frac{v}{2\pi}\int dx\left[(\partial_x\theta_a)^2+(\partial_x\phi_a)^2\right]+\frac{V_0}{2}\int dx\left(\sum_a\frac{\partial_x\phi_a}{\pi}\right)^2 .$$

Introduce the normalized charge mode $\phi_c=\tfrac12\sum_a\phi_a$, likewise $\theta_c$, and three neutral combinations orthogonal to it. An orthogonal transformation preserves the commutators and the free part of $H$. Since $\sum_a\phi_a=2\phi_c$, the interaction density is

$$\frac{V_0}{2\pi^2}\,4(\partial_x\phi_c)^2=\frac{v}{2\pi}\,4u\,(\partial_x\phi_c)^2,\qquad u=\frac{V_0}{\pi\hbar v},$$

with $\hbar$ restored in $u$. The charge mode therefore has

$$H_c=\frac{v}{2\pi}\int dx\left[(\partial_x\theta_c)^2+(1+4u)(\partial_x\phi_c)^2\right].$$

Comparison with the one-channel form gives $cg=v$ and $c/g=v(1+4u)$, so

$$g=\frac{1}{\sqrt{1+4u}},\qquad c=\frac vg .$$

The neutral modes keep parameter 1 and velocity $v$.

An electron enters one channel, and $\phi_a=\tfrac12\phi_c+(\text{neutral part})$. The squared coefficients of an orthogonal transformation add up to 1, so the charge mode has weight $1/4$ and the neutral modes together have $3/4$. The modes are independent and $F$ is quadratic in the fields, so the powers add with these weights. The different velocities change constants inside the logarithms, not their coefficients. If the end pins each $\phi_a$ separately,

$$\gamma_{\rm bulk}=\frac14\cdot\frac12\left(g+\frac1g\right)+\frac34,\qquad \gamma_{\rm end}=\frac14\cdot\frac1g+\frac34 .$$

Subtracting 1 gives

$$\boxed{\alpha_{\rm bulk}=\frac{g+1/g-2}{8},\qquad \alpha_{\rm end}=\frac{1/g-1}{4}}$$

Each is a quarter of the spinless expression with $K$ replaced by $g$.

**Numbers for your case**

Your $g=0.25$ corresponds to the model coupling $u=3.75$, because $1+4u=16$. Then

$$\alpha_{\rm bulk}=\frac{0.25+4-2}{8}=0.281,\qquad \alpha_{\rm end}=\frac{4-1}{4}=0.75 .$$

The spinless formulas would give 1.125 and 3, both four times too large. If the energy falls from 10 meV to 1 meV, with both values inside the power-law range, the density of states drops by $10^{0.281}=1.91$ in the bulk and by $10^{0.75}=5.62$ at the end.

It is instructive to keep the same $u$ but have a single channel. The derivation above then has $1+u$ in place of $1+4u$, so $K=1/\sqrt{4.75}=0.459$. The exponents are 0.319 in the bulk and 1.179 at the end, and the corresponding drops are 2.09 and 15.1. Two effects compete: four channels make the charge mode stiffer ($g<K$), but three quarters of the electron's weight lies in free modes. At this coupling the second wins and tunnelling is suppressed less. In the bulk the order reverses below $u\approx2.5$; at $u=1$ the bulk exponents are 0.061 for one channel and 0.085 for four.

**When the power laws fail**

- The thermal energy and the level spacing must be well below $\omega$. Otherwise temperature or the finite length cuts off the power law first. In the nanotube the largest spacing is that of the charge mode, $\pi\hbar v/gL$. With $v\approx8\times10^5$ m/s and $g=0.25$ it is about 6.7 meV for $L=1\,\mu$m. The 1 meV end of the example above therefore needs a tube much longer than $7\,\mu$m, a temperature well below 12 K and, for the bulk law, a contact much farther than $1\,\mu$m from either end.
- The neutral modes must be gapless on the scale of $\omega$. I have neglected the backscattering that could open small gaps or shift their parameters from 1.
- The interaction must be screened. If $V_0$ depends on wave number at the relevant wavelengths, so does $g$, and no single power describes the whole range.

**A check with real fermions**

The derivation relies on the bosonized form of $\psi$, so it is worth testing on a lattice. In a finite system the smallest $q$ is of order $1/L$. The sum for $\langle\chi^2\rangle$ then grows as $\gamma\ln L$, and the weight of the lowest state reached by adding a fermion scales as $e^{-\langle\chi^2\rangle}\propto L^{-\gamma}$.

The value of $K$ can be found separately from the energies of a ring. A half-flux twist means $\partial_x\theta=\pi/L$ and costs $\pi cK/2L$. An added particle, with the boundary condition that keeps the shell closed, means $|\partial_x\phi|=\pi/L$ and costs $\pi c/2KL$. This is at half filling, with the chemical potential at zero. The ratio of the two costs is $K^2$.

I diagonalized chains of up to 17 sites with hopping 1 and nearest-neighbour interaction $V$, and extrapolated the size dependence:

| $V$ | $K$ | end $\gamma$: weights | $1/K$ | bulk $\gamma$: weights | $(K+1/K)/2$ |
|---|---|---|---|---|---|
| 1.0 | 0.750 | 1.31 | 1.33 | 1.04 | 1.04 |
| −1.4 | 1.975 | 0.50 | 0.51 | 1.24 | 1.24 |

The attractive case is the sharper test of the bulk law, since its $\gamma$ is well away from the free value 1. It also shows the enhancement at the end, $\gamma<1$. The last digit of the extrapolated powers depends on the assumed finite-size correction: the end values 1.31 and 0.50 assume a $1/L$ correction and become 1.28 and 0.51 with $1/L^2$, and the attractive bulk value 1.24 assumes $1/L^2$ and becomes 1.25 with $1/L$. Your undoubled $1/(2K)$ would have given about 0.67 and 0.25 at the end, which the weights rule out. The numerical check also diagonalizes four coupled strings without separating charge and neutral modes, and it reproduces both nanotube exponents to within 0.02.

## Computed results

```
LATTICE FERMIONS (hopping 1), powers gamma = alpha + 1, no unit
V = 1.0: K from ring energies = 0.750
  end  gamma: from weights 1.309, 1/K = 1.333
  bulk gamma: from weights 1.043, (K+1/K)/2 = 1.042
V = -1.4: K from ring energies = 1.975
  end  gamma: from weights 0.495, 1/K = 0.506
  bulk gamma: from weights 1.237, (K+1/K)/2 = 1.241
WORKED EXAMPLE
coupling u = V0/(pi hbar v) = 3.75 (no unit)
energies compared: 10 meV and 1 meV
1 channel(s): K = 0.4588, charge velocity / v = 2.179
  bulk alpha: formula 0.3191, strings 0.3143
  end  alpha: formula 1.1794, strings 1.1724
  string slopes: bulk theta 1.0837, bulk phi 0.2306, end theta 2.1724
  rho(high)/rho(low): bulk 2.09, end 15.12
4 channel(s): g = 0.2500, charge velocity / v = 4.000
  bulk alpha: formula 0.2812, strings 0.2755
  end  alpha: formula 0.7500, strings 0.7381
  string slopes: bulk theta 0.8658, bulk phi 0.4097, end theta 1.7381
  rho(high)/rho(low): bulk 1.91, end 5.62
g put into spinless formulas (wrong): bulk 1.1250, end 3.0000
largest error of the Fourier relation = 2.7e-12
```
